# Ham reduction factors of the linear E x e Jahn-Teller defect

## Problem

A point defect has two degenerate orbitals, $|x\rangle$ and $|y\rangle$, coupled linearly to one pair of degenerate vibrations. With dimensionless coordinates $Q_x,Q_y$, their momenta $P_x,P_y$ and vibrational quantum $\hbar\omega$,

$$H=\hbar\omega\left[\tfrac12(P_x^2+P_y^2+Q_x^2+Q_y^2)+k(Q_x\sigma_z+Q_y\sigma_x)\right].$$

The Pauli matrices act on the orbitals: $\sigma_z=|x\rangle\langle x|-|y\rangle\langle y|$, $\sigma_x=|x\rangle\langle y|+|y\rangle\langle x|$ and $\sigma_y=-i|x\rangle\langle y|+i|y\rangle\langle x|$. Other electronic levels are left out.

The ground level is again a doublet, but each of its states is now a mixture of orbital and vibrational motion. Inside this vibronic doublet $\sigma_y$ acts as $p$ times a Pauli matrix, while $\sigma_z$ and $\sigma_x$ act as $q$ times one. These are the Ham factors. Spin-orbit coupling enters through $\sigma_y$ and transverse strain through $\sigma_z$ and $\sigma_x$, so $p$ and $q$ fix how much of each bare splitting survives.

(a) Find $p$ and $q$ from weak to strong coupling. (b) Decide whether $q=(1+p)/2$ holds throughout, and what breaks it. (c) Evaluate the reduced splittings for $\hbar\omega=75$ meV, a Jahn-Teller energy of 40 meV, a bare spin-orbit splitting of 0.1 meV at fixed spin projection, and a bare strain splitting of 2 meV.

## First estimate by scaling

**The parameter.** For classical coordinates with $\rho^2=Q_x^2+Q_y^2$, the matrix $k(Q_x\sigma_z+Q_y\sigma_x)$ has eigenvalues $\pm k\rho$. The two energy sheets are therefore

$$E_\pm(\rho)=\hbar\omega\left(\tfrac12\rho^2\pm k\rho\right).$$

The lower sheet has its minimum at $\rho=k$, for every angle: a circular trough of depth $E_{JT}=k^2\hbar\omega/2$. The coupling is measured by

$$S=\frac{E_{JT}}{\hbar\omega}=\frac{k^2}{2}.$$

Here $S=40/75=0.533$ and $k=\sqrt{2S}=1.033$. The trough radius is comparable with the zero-point spread of one coordinate, $1/\sqrt2$, so neither a rigid distortion nor a small perturbation is a good picture.

**One quantum.** Keep the vibrational ground state and the one-quantum state that it reaches. Since $Q_x$ acting on the vacuum gives $1/\sqrt2$ times one $x$ quantum, and likewise for $y$,

$$V|x,0\rangle=\frac{k\hbar\omega}{\sqrt2}\left(|x,1_x\rangle+|y,1_y\rangle\right),\qquad
V|y,0\rangle=\frac{k\hbar\omega}{\sqrt2}\left(-|y,1_x\rangle+|x,1_y\rangle\right).$$

Each right-hand side is $k\hbar\omega$ times a normalised state. In either case the problem is a two-state one,

$$\hbar\omega\begin{pmatrix}1&k\\k&2\end{pmatrix}.$$

Let $c^2$ and $s^2$ be the weights of zero and one quantum in its lower state. For level distance 1 and coupling $k$, $c^2-s^2=1/\sqrt{1+4k^2}$.

In the state grown from $|x,0\rangle$, the zero-quantum part gives $\langle\sigma_z\rangle=1$. The one-quantum part gives $\frac12-\frac12=0$. Hence $q=c^2$. For $p$ we need $i\langle\Psi_x|\sigma_y|\Psi_y\rangle$, which is 1 for the bare orbitals. On the one-quantum partner, $i\sigma_y=|x\rangle\langle y|-|y\rangle\langle x|$ gives

$$i\sigma_y\left(-|y,1_x\rangle+|x,1_y\rangle\right)=-|x,1_x\rangle-|y,1_y\rangle,$$

so that part contributes $-1$. Therefore

$$p_{\rm est}=c^2-s^2=\frac1{\sqrt{1+8S}},\qquad q_{\rm est}=c^2=\frac{1+p_{\rm est}}2 .$$

For the example, $p_{\rm est}=1/\sqrt{5.267}=0.436$ and $q_{\rm est}=0.718$. The estimated splittings are 0.044 meV for spin-orbit coupling and 1.44 meV for strain. The relation in question already holds in this small space; the full space must decide whether that is an accident.

## Exact solution

**A conserved angular momentum.** Take the chiral orbitals $|\pm\rangle=(|x\rangle\pm i|y\rangle)/\sqrt2$, for which $\sigma_y|\pm\rangle=\pm|\pm\rangle$. Direct substitution gives

$$\sigma_z=|+\rangle\langle-|+|-\rangle\langle+|,\qquad
\sigma_x=-i|+\rangle\langle-|+i|-\rangle\langle+|.$$

Collecting terms in the coupling,

$$V=k\hbar\omega\left[(Q_x+iQ_y)|-\rangle\langle+|+(Q_x-iQ_y)|+\rangle\langle-|\right].$$

The factor $Q_x+iQ_y$ raises the vibrational angular momentum $L=Q_xP_y-Q_yP_x$ by one, while $|-\rangle\langle+|$ lowers $\sigma_y/2$ by one. The second term does the reverse. Thus $J=L+\sigma_y/2$ is conserved.

**The chain.** Define circular quanta by $a_\pm=(a_x\mp ia_y)/\sqrt2$, so that $L=n_+-n_-$. From $Q_x=(a_x+a_x^\dagger)/\sqrt2$ and the same for $y$,

$$Q_x+iQ_y=a_+^\dagger+a_- .$$

Start from $|+\rangle$ without quanta, which has $J=\frac12$. Repeated action of $V$ reaches, with the notation $|n_+,n_-;\pm\rangle$,

$$|0,0;+\rangle,\ |1,0;-\rangle,\ |1,1;+\rangle,\ |2,1;-\rangle,\ \ldots$$

Number these states $m=0,1,2,\ldots$, where $m$ is the total number of quanta. From $|r,r;+\rangle$ up to $|r+1,r;-\rangle$ the operator $a_+^\dagger$ gives $\sqrt{r+1}$. From there up to $|r+1,r+1;+\rangle$ the part $a_-^\dagger$ of $Q_x-iQ_y=a_++a_-^\dagger$ gives $\sqrt{r+1}$ again. In units of $\hbar\omega$,

$$H_{mm}=m+1,\qquad H_{m-1,m}=k\sqrt{\lceil m/2\rceil},$$

where $\lceil m/2\rceil$ is $m/2$ rounded up. All other elements vanish. The two-dimensional vibronic problem has become a real tridiagonal matrix.

**The factors.** Write the lowest state of the chain as $\Psi_+=f|+\rangle+h|-\rangle$. Even $m$ builds $f$, with $L=0$; odd $m$ builds $h$, with $L=1$.

In the original basis $H$ is real, so the complex conjugate of $\Psi_+$ has the same energy. Conjugation exchanges $|+\rangle$ and $|-\rangle$ and reverses $J$:

$$\Psi_-=f^*|-\rangle+h^*|+\rangle,\qquad J=-\tfrac12 .$$

The operator $\sigma_y$ conserves $J$, so it is diagonal in this doublet, with elements $\pm p$:

$$p=\langle\Psi_+|\sigma_y|\Psi_+\rangle=\int|f|^2-\int|h|^2 .$$

The operator $|+\rangle\langle-|$ raises $J$ by one. Inside the doublet it therefore has a single element, from $\Psi_-$ to $\Psi_+$. It picks the $|-\rangle$ part of $\Psi_-$, which is $f^*$, and the $|+\rangle$ part of $\Psi_+$, which enters the bra as $f^*$:

$$q=\langle\Psi_+|\left(|+\rangle\langle-|\right)|\Psi_-\rangle=\int(f^*)^2 .$$

Both $\sigma_z$ and $\sigma_x$ are built from this operator and its adjoint, which is why they share one factor.

Normalisation, $\int|f|^2+\int|h|^2=1$, turns the expression for $p$ into $\int|f|^2=(1+p)/2$. The chain is real, so its eigenvector can be taken real. Its even members contain powers of $a_+^\dagger a_-^\dagger=(a_x^{\dagger2}+a_y^{\dagger2})/2$ acting on the vacuum, and are real functions of $\rho$ alone. Hence $f^*=f$, and

$$q=\int f^2=\frac{1+p}{2}.$$

No expansion in $k$ was made. The argument holds for the lowest $J=\pm\frac12$ pair at any coupling. That this pair is the ground level was tested by diagonalising $H$ in Cartesian oscillator states, without using $J$, at the seven couplings tabulated below. The ground energy, $p$ and $q$ agreed with the chain to within $10^{-7}$ (energies in units of $\hbar\omega$), and $(1+p)/2-q$ was at most of order $10^{-15}$.

**Weak coupling.** Add a field $\lambda\sigma_y$, in units of $\hbar\omega$. Since the derivative of an eigenvalue is the expectation value of the derivative of $H$, $p=dE/d\lambda$ at $\lambda=0$. The field adds $+\lambda$ to even and $-\lambda$ to odd members of the chain. The excitation energies of $m=1$ and $m=2$ are then $\Delta_1=1-2\lambda$ and $\Delta_2=2$, and both couplings equal $k$. Through fourth order,

$$E=1+\lambda-\frac{k^2}{\Delta_1}-\frac{k^4}{\Delta_1^2\Delta_2}+\frac{k^4}{\Delta_1^3}.$$

The fourth term is the path through two quanta; the last is the normalisation correction to second order. With $d\Delta_1/d\lambda=-2$, the derivatives of $\Delta_1^{-1},\Delta_1^{-2},\Delta_1^{-3}$ at $\lambda=0$ are 2, 4 and 6. Therefore

$$p=1-2k^2-2k^4+6k^4+O(k^6)=1-4S+16S^2+O(S^3),$$

$$q=1-2S+8S^2+O(S^3).$$

At $S=0.005$ the series for $p$ gives 0.980400 and the chain 0.980391.

**Strong coupling.** Put $f=a(\rho)$ and $h=b(\rho)e^{i\phi}$. Let $T_l$ be the radial kinetic energy with centrifugal term $l^2/(2\rho^2)$. In units of $\hbar\omega$,

$$(T_0+\tfrac12\rho^2)a+k\rho\,b=Ea,\qquad (T_1+\tfrac12\rho^2)b+k\rho\,a=Eb .$$

The lower sheet has $b=-a$, so set $a=(u+g)/\sqrt2$ and $b=(u-g)/\sqrt2$, with $g$ on the lower sheet and $u$ on the upper. Subtracting and adding the equations gives

$$(\bar T+\tfrac12\rho^2-k\rho)g+Wu=Eg,\qquad(\bar T+\tfrac12\rho^2+k\rho)u+Wg=Eu,$$

$$\bar T=\frac{T_0+T_1}2,\qquad W=\frac{T_0-T_1}2=-\frac1{4\rho^2}.$$

If $W$ were absent, $u=0$ would give $|f|=|h|$, hence $p=0$ and $q=\frac12$. In that limit the electron follows the distortion around the trough and carries both chiral orbitals equally. The small remainder of $p$ comes from $W$. Across the gap $2k\rho$,

$$u\simeq-\frac{W}{2k\rho}\,g=\frac{g}{8k\rho^3},\qquad
p=\int(a^2-b^2)=2\int gu\simeq\frac1{4k}\langle\rho^{-3}\rangle .$$

Near the trough, $\rho=k+x$ and $x$ is a unit-frequency oscillator with $\langle x^2\rangle=\frac12$. The centrifugal force shifts $\langle x\rangle$ by order $k^{-3}$, which changes $\langle\rho^{-3}\rangle$ by relative order $k^{-4}$. The radial energy dropped in solving for $u$ enters at the same relative order. So

$$\langle\rho^{-3}\rangle=k^{-3}\left(1+\frac{6\langle x^2\rangle}{k^2}+O(k^{-4})\right)=k^{-3}\left(1+\frac3{k^2}+O(k^{-4})\right),$$

$$p=\frac1{16S^2}\left[1+\frac3{2S}+O(S^{-2})\right].$$

At $S=80$ the chain gives $16S^2p=1.01914$, against $1+1.5/80=1.01875$.

## Comparison

The table sets the one-quantum estimate beside the full diagonalisation.

| $S$ | $p_{\rm est}$ | $p$ | $q$ |
|---|---|---|---|
| 0.05 | 0.845 | 0.833 | 0.916 |
| 0.2 | 0.620 | 0.546 | 0.773 |
| 0.5 | 0.447 | 0.297 | 0.649 |
| 1 | 0.333 | 0.137 | 0.569 |
| 2 | 0.243 | 0.0395 | 0.520 |
| 5 | 0.156 | 0.0037 | 0.502 |
| 10 | 0.111 | 0.0007 | 0.500 |

Expanding the estimate gives $p_{\rm est}=1-4S+24S^2+\cdots$. Its first correction is right. The second exceeds the true $16S^2$ by $8S^2$, which is the two-quantum path $-2k^4$ omitted from it. At strong coupling the failure is one of scaling: the estimate falls as $S^{-1/2}$, the true factor as $S^{-2}$. One quantum cannot describe motion around a wide trough.

For the example the full result is

$$p=0.280,\qquad q=0.640=\frac{1+0.280}{2}.$$

Relative to these values the estimate was 55% too high for $p$ and 12% too high for $q$. The reduced splittings are

$$p\times0.1\ {\rm meV}=0.0280\ {\rm meV}\ (6.78\ {\rm GHz}),\qquad
q\times2\ {\rm meV}=1.28\ {\rm meV}.$$

Spin-orbit coupling loses about 72% of its bare size and strain 36%. The difference has a plain origin: the $|-\rangle$ part of $\Psi_+$ subtracts from $p$, but merely fails to contribute to $q$.

These products are first order in the fields. Diagonalising with the full fields changes the spin-orbit splitting by a relative $-1\times10^{-7}$ and the strain splitting by $-1.7\times10^{-4}$. The strain here acts on the orbitals alone; stress that also pushes directly on $Q_x,Q_y$ adds a term not included.

## What breaks the relation

Suppose there are several mode pairs, or quadratic coupling of threefold symmetry. The conjugate partner still exists, and symmetry still leaves one factor for $\sigma_z$ and $\sigma_x$. Reflection ($Q_y\to-Q_y$, $|y\rangle\to-|y\rangle$) also exchanges the partners. Choosing the phase of $\Psi_+$ so that reflection takes it into $\Psi_-$ makes $\int f^2$ real. But $f$ need no longer be real, and

$$\frac{1+p}{2}-q=\int\left(|f|^2-{\rm Re}\,f^2\right)=2\int({\rm Im}\,f)^2\ge0 .$$

So $q\le(1+p)/2$ for a ground doublet of this symmetry type.

**Two mode pairs.** Let quanta of 60 and 100 meV each carry 20 meV of Jahn-Teller energy. The total $E_{JT}$ is unchanged, and so is the total $S=20/60+20/100=0.533$. Total $L$ is still zero in $f$, but $f$ may depend on the angle between the two distortions and so become complex. The result is $p=0.281$, $q=0.638$ and a deficit of 0.0026, equal to the separately evaluated $2\int({\rm Im}\,f)^2$.

**Warping of the trough.** Add $\frac12\hbar\omega g_2[(Q_x^2-Q_y^2)\sigma_z-2Q_xQ_y\sigma_x]$ with $0<g_2<1$. Along the direction of a minimum the lower sheet is $\hbar\omega[\frac12(1-g_2)\rho^2-k\rho]$, and along that of a saddle $g_2$ changes sign. The depths are $k^2\hbar\omega/[2(1\mp g_2)]$, so the barrier divided by $E_{JT}$ is $1-(1-g_2)/(1+g_2)=2g_2/(1+g_2)$. A 10 meV barrier at $E_{JT}=40$ meV needs $g_2=1/7$. Then $p=0.307$ and $q=0.654$: increases of 10% and 2%, while the deficit is just $4\times10^{-5}$. The increases do not come from the barrier itself. Because $E_{JT}$ is held fixed, $k^2$ is multiplied by $1-g_2=0.857$, and this weaker linear coupling alone would give $p=0.321$ and $q=0.660$. The warping then lowers both factors to the values quoted.

A measured pair obeying $q=(1+p)/2$ is therefore weak evidence for a purely linear model: warping can move both factors along the relation.

**Temperature.** Without warping, the first excited doublet lies 44.8 meV up. Its $\sigma_z$ element vanishes numerically, as expected for $J=\pm\frac32$: these states differ by three units of $J$, and $\sigma_z$ changes $J$ by one. Strain does not split it to first order, so $q$ describes the ground doublet alone. The population ratio of the two doublets is 0.1% at 77 K, 1% at 113 K and 18% at 300 K. Warping splits the excited pair into levels at 36.6 and 57.5 meV.

## Beside a real defect

The parameters are rough values in the regime of the excited orbital doublet of the nitrogen-vacancy centre in diamond. With the mass of one carbon atom, the trough radius is 7.0 pm. The measured spin-orbit splitting between the chiral orbitals at fixed spin projection is roughly 10 GHz at low temperature; the model's 6.8 GHz has the same order, but it scales with a chosen bare value and is no prediction. The factor $p$ depends only on the ratio $E_{JT}/\hbar\omega$, so both energies matter. With $\hbar\omega$ kept at 75 meV, $E_{JT}=30$ meV gives $p=0.357$ and 50 meV gives $p=0.225$, changes of $+27$% and $-20$%. The real centre has many modes and a warped trough, which in the cases above moved $p$ by 0.3% and 10%. The first figure is small because the total $S$ was held fixed along with $E_{JT}$ and the two quanta lie close together. Quanta of 30 and 200 meV with the same total $S$ and $E_{JT}$ move $p$ by 3% and raise the deficit to 0.023. A different total $S$ changes $p$ much more: quanta of 40 and 100 meV carrying 20 meV each ($S=0.7$) lower it by 23%. Mixing with other electronic levels and higher anharmonicity were not sized. At room temperature the excited vibronic population is no longer negligible, and the two ground-doublet factors do not suffice. Well below room temperature, phonon scattering between the two orbital states, which the model leaves out, can already average out a splitting of a few GHz. Most of the computed values are listed in the numerical output.

## Calculated quantities

```
S=E_JT/quantum, p, q, (1+p)/2-q (Cartesian basis)
   0.05  0.832863  0.916431  1e-16
   0.20  0.545701  0.772850  2e-16
   0.50  0.297017  0.648509  0e+00
   1.00  0.137212  0.568606  2e-16
   2.00  0.039547  0.519773  3e-16
   5.00  0.003698  0.501849  -2e-15
  10.00  0.000738  0.500369  -1e-15
weak S=0.002: p=0.9920634, series=0.9920640
weak S=0.005: p=0.9803914, series=0.9804000
strong S=20: 16 S^2 p=1.08177, 1+1.5/S=1.07500
strong S=40: 16 S^2 p=1.03910, 1+1.5/S=1.03750
strong S=80: 16 S^2 p=1.01914, 1+1.5/S=1.01875
quantum=75.0 meV, E_JT=40.0 meV, S=0.5333, k=1.0328
trough radius (one C mass) = 7.04 pm
ground energy = 14.256 meV
p=0.28030, q=0.64015, (1+p)/2=0.64015
basis shift of p,q (18 to 28 quanta) = 3.9e-16
spin-orbit: bare 0.1 meV = 24.18 GHz
  p*bare = 0.02803 meV = 6.78 GHz
  full/first-order - 1 = -9.9e-08
strain: bare 2.0 meV, q*bare = 1.2803 meV
  full splitting = 1.2801 meV
  full/first-order - 1 = -1.7e-04
if E_JT=30.0 meV: p=0.3566, q=0.6783
if E_JT=50.0 meV: p=0.2249, q=0.6125
first excited doublet at 44.81 meV
  its sz matrix element = 2e-15
  population ratio at 77 K = 1.17e-03
  population ratio at 300 K = 1.77e-01
  ratio reaches 1% at 113 K
warping: barrier 10.00 meV, g=0.1429
  p=0.30724, q=0.65358
  (1+p)/2-q = 0.00004, basis shift 9e-16
  excited levels at 36.63 and 57.49 meV
two mode pairs: 60.0 and 100.0 meV, 20.0 meV each
  p=0.28105, q=0.63797
  (1+p)/2-q = 0.00255, basis shift 3e-08
  2*integral (Im f)^2 = 0.00255
```
